# Hydrogen-conserving implicit finite volumes for diffusion coupled to interface bonds

Hydrogen released from Si–H bonds at a silicon–oxide interface can diffuse away, return and passivate a broken bond, or leave the oxide on its far side. Let $N_0$ be the number of interface sites per area, $N$ the number of broken bonds per area, $h_i$ the mobile hydrogen concentration in oxide cell $i$ of width $w_i$, and $E$ the escaped hydrogen per area. An implicit finite-volume step can be built so that

$$
T=(N_0-N)+\sum_i w_i h_i+E
$$

is the same before and after the step, for any grid and any step size. This is an algebraic identity, broken in a computer by roundoff alone. The step also has one admissible solution, with $0\le N\le N_0$ and $h_i\ge0$, and costs one tridiagonal solve with two right-hand sides and one square root.

## The model

The oxide occupies $0<x<L$, with the interface at $x=0$. A passivated site can break, and a broken bond can capture a hydrogen atom:

$$
\frac{dN}{dt}=F=k_F(N_0-N)-k_R\,N\,h(0,t).
$$

Here $k_F$ is a rate per bond (s⁻¹) and $k_R$ a capture coefficient (cm³/s). Each broken bond releases one atom, so $F$ is also the hydrogen flux into the oxide, positive towards increasing $x$. In the oxide, with constant diffusivity $D$,

$$
\frac{\partial h}{\partial t}=D\frac{\partial^2h}{\partial x^2},\qquad
-D\frac{\partial h}{\partial x}\Big|_{0}=F,\qquad
-D\frac{\partial h}{\partial x}\Big|_{L}=s\,h(L,t),
$$

where $s$ is an escape velocity; $s=0$ closes the far side. Integrating the diffusion equation over the oxide gives

$$
\frac{d}{dt}\int_0^L h\,dx=F-s\,h(L,t)=\frac{dN}{dt}-\frac{dE}{dt},
$$

so $(N_0-N)+\int h\,dx+E$ is constant. The discrete scheme must inherit this balance.

The model has one kind of bond and neutral atomic hydrogen. It leaves out the formation of H₂, traps in the oxide and electric fields. The parameters below are chosen to illustrate the scheme. Free atomic hydrogen in silica diffuses many orders of magnitude faster than the $D$ used here, so the computed times are not predictions for a real device.

## Two cells by hand

Take two cells and set $w_1=w_2=D=\tau=k_F=k_R=N_0=1$ and $s=0$, where $\tau$ is the time step. At the start all bonds are passivated and the oxide is empty. In an implicit step, all fluxes are evaluated with the unknown new values.

The released amount is $N-0=\tau F$, so $F=N$. Cell 1 gains $F$ and passes $h_1-h_2$ to cell 2:

$$
h_1=F-(h_1-h_2),\qquad h_2=h_1-h_2 .
$$

The second equation gives $h_2=h_1/2$. Adding the two gives $h_1+h_2=F$, because what leaves one cell enters the other. Hence $h_1=2F/3$ and $h_2=F/3$.

The bonds see the concentration $h_w$ at the wall, not at the centre of cell 1. The flux $F$ crosses the half cell between them, so $F=(h_w-h_1)/(1/2)$ and

$$
h_w=h_1+\tfrac12F=\tfrac76F .
$$

The rate law $F=(1-N)-Nh_w$ with $F=N$ becomes

$$
\tfrac76N^2+2N-1=0,\qquad
N=\frac{-2+\sqrt{4+14/3}}{7/3}=0.4045 .
$$

Then $h_1=0.2697$, $h_2=0.1348$ and $h_w=0.4720$. The oxide holds $0.4045$, which is what the bonds released.

Suppose the quadratic had been solved badly, giving $N=0.45$. The cell equations would give $h_1=0.30$ and $h_2=0.15$, with sum $0.45$. Hydrogen is still conserved, although the rate law is violated: its right side is $0.55-0.45\times0.525=0.314$, not $0.45$. Conservation comes from using one flux in both accounts; the root determines the kinetics.

Now use two fluxes. Update the bonds first with the old wall concentration, which is zero: $N=1-N$ gives $N=1/2$. Then solve the oxide with this $N$ and the new wall concentration:

$$
F_{\rm ox}=\tfrac12-\tfrac12\cdot\tfrac76F_{\rm ox}
\quad\Rightarrow\quad F_{\rm ox}=\tfrac{6}{19}=0.316 .
$$

The bonds released $0.5$ and the oxide received $0.316$. Each part was solved without error, yet $7/38=0.184$ of hydrogen has vanished.

## The general step

Let a bar mark values at the start of the step. There are $M$ cells, and $G_{i+1/2}$ is the flux from cell $i$ to cell $i+1$. Backward Euler gives

$$
w_i\frac{h_i-\bar h_i}{\tau}=G_{i-1/2}-G_{i+1/2}.
$$

Neighbouring centres are $(w_i+w_{i+1})/2$ apart, so inside the oxide

$$
G_{i+1/2}=g_{i+1/2}(h_i-h_{i+1}),\qquad g_{i+1/2}=\frac{2D}{w_i+w_{i+1}} .
$$

At the interface, $G_{1/2}=F=(N-\bar N)/\tau$. At the far side, the flux through the last half cell equals the escape flux:

$$
\frac{2D}{w_M}(h_M-h_L)=s\,h_L
\quad\Rightarrow\quad h_L=\frac{h_M}{1+s w_M/(2D)} .
$$

Thus $G_{M+1/2}=\kappa h_M$ with $\kappa=s/[1+sw_M/(2D)]$, and we record $E=\bar E+\tau\kappa h_M$.

**Conservation.** Sum the cell equations. Each interior flux appears once with each sign and cancels:

$$
\sum_i w_i(h_i-\bar h_i)=\tau F-\tau\kappa h_M=(N-\bar N)-(E-\bar E).
$$

Moving the right side to the left gives $T=\bar T$. The rate law was not used, so the identity holds for any value of $N$, as in the hand example.

**The wall value.** The half-cell relation is now

$$
h_w=h_1+\rho F,\qquad \rho=\frac{w_1}{2D}.
$$

For a smooth profile, $h(w_1/2)=h(0)+\tfrac12w_1h'(0)+O(w_1^2)$ and $h'(0)=-F/D$. The term $\rho F$ therefore removes the first-order error made by using $h_1$ as the wall value.

**Elimination.** The cell equations are linear in $h$ once $F$ is given:

$$
A h=\frac{w\bar h}{\tau}+F e_1 .
$$

Here $w\bar h$ has entries $w_i\bar h_i$, and $e_1$ is the first unit vector. The matrix $A$ has off-diagonal entries $-g_{i+1/2}$. Its diagonal entry is $w_i/\tau$ plus the $g$ of each interior face of the cell, plus $\kappa$ in the last cell. Solve for two right sides,

$$
Ap=\frac{w\bar h}{\tau},\qquad Aq=e_1,\qquad h=p+Fq .
$$

The wall value becomes $h_w=p_1+RF$ with $R=q_1+\rho$. Insert this and $F=(N-\bar N)/\tau$ into the rate law:

$$
\frac{N-\bar N}{\tau}=k_F(N_0-N)-k_RN\left[p_1+\frac{R(N-\bar N)}{\tau}\right].
$$

Collecting powers of $N$ gives $aN^2+bN-c=0$, where

$$
a=\frac{k_RR}{\tau},\quad
b=\frac1\tau+k_F+k_R\left(p_1-\frac{R\bar N}{\tau}\right),\quad
c=\frac{\bar N}{\tau}+k_FN_0 .
$$

In the hand example $p_1=0$, $q_1=2/3$ and $R=7/6$, so $a=7/6$, $b=2$ and $c=1$, as before.

To avoid subtracting nearly equal numbers, use

$$
N=\frac{2c}{b+\sqrt{b^2+4ac}}\ (b\ge0),\qquad
N=\frac{-b+\sqrt{b^2+4ac}}{2a}\ (b<0).
$$

Then $F$, $h$ and $E$ follow, and the step is complete.

## Why the solution is admissible

Assume $k_R>0$, $k_F\ge0$, $0\le\bar N\le N_0$ and $\bar h_i\ge0$. First, if $Av=r$ with all $r_i\ge0$, then all $v_i\ge0$. Suppose instead that the smallest entry $v_m$ is negative. Row $m$ reads

$$
\left(\frac{w_m}{\tau}+\kappa\,\delta_{mM}\right)v_m+\sum_{\text{neighbours }j}g_{mj}(v_m-v_j)=r_m .
$$

The first term is negative and the others are not positive, which contradicts $r_m\ge0$. Applied to $v$ and $-v$ with $r=0$, the same argument shows that $A$ is invertible. It follows that $p,q\ge0$ and $R>0$.

Hence $a>0$. If $c>0$, the product of the two roots is $-c/a<0$, so one root is positive. If $c=0$, then $\bar N=0$ and $k_F=0$, so $b=1/\tau+k_Rp_1>0$ and the admissible root is $N=0$. At $N=N_0$ the quadratic equals

$$
\frac{N_0-\bar N}{\tau}+k_RN_0\left[p_1+\frac{R(N_0-\bar N)}{\tau}\right]\ge0 .
$$

It is not positive at $N=0$, so the root lies between $0$ and $N_0$.

The form $h=p+Fq$ does not show that $h\ge0$, because $F$ is negative when bonds heal. Put $h_w=h_1+\rho F$ into the rate law and solve for $F$:

$$
F=\alpha-\beta h_1,\quad
\alpha=\frac{k_F(N_0-N)}{1+\rho k_RN}\ge0,\quad
\beta=\frac{k_RN}{1+\rho k_RN}\ge0 .
$$

Moving $\beta h_1$ to the left adds $\beta$ to the first diagonal entry of $A$ and leaves a nonnegative right side. The smallest-entry argument still applies, so $h\ge0$. This holds in exact arithmetic. In floating point, $F=(N-\bar N)/\tau$ carries a roundoff error of order $\epsilon N/\tau$, where $\epsilon$ is the machine precision, so $h=p+Fq$ can be slightly negative once the oxide is almost empty. If the recovery example below is continued beyond about $10^4$ s in double precision, values up to some tens of cm⁻³ below zero appear, against wall concentrations near $10^{17}$ cm⁻³ during stress. Such values are harmless, and clipping them would add hydrogen.

These bounds hold for every $\tau>0$, but they do not make a large step accurate.

## Two limits

**Closed oxide at long times.** Let $s=0$ and start with $N=0$ and no mobile hydrogen. In the steady state $F=0$, all fluxes vanish and $h$ is uniform. Conservation gives $hL=N$, and the rate law gives $k_F(N_0-N)=k_RN^2/L$. With $K=k_FL/k_R$,

$$
N=\frac{-K+\sqrt{K^2+4KN_0}}{2} .
$$

The discrete steady state obeys the same equations, so the grid causes no error in this limit.

**Thick oxide at intermediate times.** Suppose that few bonds are broken, that hydrogen has not reached the far side, and that breaking and capture nearly balance:

$$
N\ll N_0,\qquad \sqrt{Dt}\ll L,\qquad F\ll k_FN_0 .
$$

Then $N\,h(0,t)\approx k_FN_0/k_R$. An atom released at a reflecting wall contributes $1/\sqrt{\pi Dt}$ to the wall concentration after time $t$, so

$$
h(0,t)=\int_0^t\frac{F(u)}{\sqrt{\pi D(t-u)}}\,du .
$$

Try $N=Ct^{1/4}$, for which $F=\tfrac14Ct^{-3/4}$. The substitution $u=tv$ turns the integral into a beta function:

$$
h(0,t)=\frac{C\,t^{-1/4}}{4\sqrt{\pi D}}\int_0^1v^{-3/4}(1-v)^{-1/2}dv
=\frac{C\,t^{-1/4}}{4\sqrt D}\,\frac{\Gamma(1/4)}{\Gamma(3/4)},
$$

where $\Gamma(1/2)=\sqrt\pi$ was used. The product $Nh(0,t)$ is constant, as required, and

$$
C^2=\frac{4\,\Gamma(3/4)}{\Gamma(1/4)}\,\frac{k_FN_0}{k_R}\sqrt D
=1.352\,\frac{k_FN_0}{k_R}\sqrt D .
$$

For $N_0=10^{14}$ cm⁻², $k_F=5\times10^{-4}$ s⁻¹, $k_R=2\times10^{-18}$ cm³/s and $D=10^{-14}$ cm²/s, this gives $N=3.27\times10^{11}$ cm⁻² at 1000 s. The scheme, on 300 graded cells in a closed oxide with $L=5\times10^{-5}$ cm, gives $3.26\times10^{11}$ cm⁻². Its mean exponent between 100 and 1000 s is 0.253.

## Stress and recovery in a thin oxide

Take round model parameters: $N_0=5\times10^{12}$ cm⁻², $L=5\times10^{-6}$ cm (50 nm), $D=10^{-14}$ cm²/s, $k_R=2\times10^{-18}$ cm³/s and $s=5\times10^{-9}$ cm/s. During 1000 s of stress $k_F=0.01$ s⁻¹; during the next 1000 s $k_F=0$. All bonds are passivated at first and the oxide is empty, so $T=N_0$.

The 200 cells have faces at $L(e^{4i/200}-1)/(e^4-1)$, which makes them narrowest at the interface. In each phase the first step is $10^{-3}$ s, and later times form a geometric sequence with 400 steps per decade. The results, in units of $10^{11}$ cm⁻², are:

| Phase and time | Broken | Mobile | Escaped |
|---|---:|---:|---:|
| stress, 10 s | 0.964 | 0.964 | 0.000 |
| stress, 100 s | 1.790 | 1.790 | 0.000 |
| stress, 1000 s | 3.159 | 2.468 | 0.690 |
| recovery, 10 s | 2.914 | 2.213 | 0.701 |
| recovery, 100 s | 2.425 | 1.624 | 0.801 |
| recovery, 1000 s | 1.541 | 0.209 | 1.333 |

In each row the broken bonds equal mobile plus escaped hydrogen, up to rounding. At the end of stress $\sqrt{Dt}=3.2\times10^{-6}$ cm is comparable with $L$, and escape has become important.

The net flux is then a small difference of two large rates. Bond breaking gives $k_F(N_0-N)=4.684\times10^{10}$ cm⁻² s⁻¹. With the computed $h_w=7.403\times10^{16}$ cm⁻³, capture gives $k_RNh_w=4.676\times10^{10}$ cm⁻² s⁻¹. About $8\times10^7$ cm⁻² s⁻¹ remains.

Recovery heals $1-1.541/3.159=51\%$ of the broken bonds. Escaped hydrogen cannot return in this model. With $T=N_0$ the balance reads $N=\sum_iw_ih_i+E\ge E$, so even if all remaining mobile hydrogen were captured, the healed part could not exceed $1-1.333/3.159=58\%$.

If instead the far side is closed from the start and the stress lasts until a steady state is reached, $K=0.01\times5\times10^{-6}/(2\times10^{-18})=2.5\times10^{10}$ cm⁻². The steady-state formula then gives $N=3.41\times10^{11}$ cm⁻².

## Conservation is not accuracy

Over both phases, the largest drift of $T$ in double precision is 0.3 cm⁻², or $6\times10^{-14}$ of the total. This says nothing about the error of the kinetics. For comparison, the continuum equations were solved by Chebyshev collocation with 65 points and a second-order implicit time method with 120 steps per decade. The broken-bond density after stress differs by 0.03%. The largest difference among the broken, mobile and escaped amounts at the ends of the two phases is 0.7%, in the mobile hydrogen after recovery.

Backward Euler is first order in time. With 100, 200 and 400 steps per decade, successive changes in $N$ after stress have the ratio 2.00, as expected when the error halves with the step. On nearly uniform grids of 100, 200 and 400 cells, with 50 steps per decade, the corresponding ratio is 3.98. Without the half-cell term $\rho F$ it falls to 2.01: the order in space drops from two to one, while hydrogen remains conserved.

The sequential method, which updates the bonds with the old wall value, does not conserve hydrogen. Its two fluxes differ in the capture term alone, so each step changes the total by

$$
T-\bar T=\tau(F_{\rm ox}-F_{\rm bond})=-\tau k_RN(h_w-\bar h_w).
$$

In the two-cell example $h_w$ rose and hydrogen was lost. During most of the stress phase $h_w$ falls, so hydrogen is created. With 400 steps per decade the false hydrogen reaches $5.7\times10^{10}$ cm⁻² after 1000 s, or 18% of the correctly computed $N$; with 100 steps per decade it is $1.6\times10^{11}$ cm⁻², or 51%.

The size follows from the near balance of the two rates. In the quarter-power regime $h_w\propto t^{-1/4}$, so one step changes $h_w$ by about the fraction $-\tau/(4t)$. With $k_RNh_w\approx k_FN_0=5\times10^{10}$ cm⁻² s⁻¹ and $\tau/t=0.0057$, this estimate gives a false source of about $7\times10^7$ cm⁻² s⁻¹. The mean value in the run is $5.7\times10^7$ cm⁻² s⁻¹. Both are comparable with the true net flux after 1000 s, although $h_w$ then changes by only 0.1–0.2% per step.

The same rule keeps the balance exact when other reactions are added: each transfer must enter both accounts with the same value. The bounds on $N$ and $h$ do not carry over automatically. If two atoms form H₂ in a cell, the atomic account loses $2r$ while the molecular account gains $r$. Counting two atoms per molecule, the total is unchanged whatever value of $r$ is used.
